Polarization, light absorption and static screening of a Dirac sheet

**Problem**

Electrons move in a plane in vacuum. They belong to N = 4 identical species, each with a two-component wave function and the Hamiltonian

H = ħv (σₓkₓ + σᵧkᵧ),

where v is a constant speed and σₓ, σᵧ are Pauli matrices. The temperature is zero and the sheet is neutral: every state of negative energy is filled and every state of positive energy is empty. There is no disorder. Vectors are written 𝐤, 𝐪, 𝐫 and their lengths k, q, r. SI units are used, and the electron has charge −e.

(a) A weak potential energy U with wave vector 𝐪 in the plane grows in time as exp(νt), ν > 0. It changes the electron density by δn = −ΠU. Find the polarization Π(q, iν) to first order in U, treating the electrons as independent particles in the potential U.

(b) Find the conductivity of the sheet for light at normal incidence, and the fraction of the light that is absorbed.

(c) Include the Coulomb field of the induced charge and find the static dielectric constant for potentials in the plane.

(d) Evaluate the results for v = 1.0×10⁶ m/s and q = 0.10 nm⁻¹.

**Solution**

**(a) The polarization**

*States and overlap.* Let β be the angle of 𝐤 from the x axis. The Hamiltonian has the energies ±ħvk, with spinors

|±,𝐤⟩ = (1, ±exp(iβ))/√2.

The potential does not act on the spinor index. It changes the wave vector from 𝐤 to 𝐤′ = 𝐤 ± 𝐪, and the transition from the lower to the upper cone contains the overlap

M = ⟨+,𝐤′|−,𝐤⟩ = [1 − exp(i(β−β′))]/2.

With θ = β − β′, the angle between the two wave vectors,

|M|² = [(1 − cos θ)² + sin²θ]/4 = (1 − cos θ)/2.

The overlap vanishes for parallel wave vectors and equals one for opposite ones.

*First-order perturbation theory.* Take the real potential

U(𝐫,t) = U₀ cos(𝐪·𝐫) exp(νt) = (U₀/2)[exp(i𝐪·𝐫) + exp(−i𝐪·𝐫)] exp(νt).

It vanishes in the distant past, so the starting state is the undisturbed filled sea. An electron that began in |−,𝐤⟩ acquires an amplitude a in |+,𝐤′⟩. The energy difference is ħΩ, with Ω = v(k + k′), and in the interaction picture

iħ da/dt = (U₀/2) M exp(νt + iΩt).

Integration from t = −∞ gives

a = (U₀/2) M exp(νt + iΩt) / [iħ(ν + iΩ)] = −(U₀/2) M exp(νt + iΩt) / [ħ(Ω − iν)],

because i(ν + iΩ) = −(Ω − iν). Restoring the free time factor exp(−ivk′t) of the upper state, and taking out the factor exp(ivkt) of the lower one, removes exp(iΩt). In a sheet of area A the wave function is therefore, up to a common phase,

ψ = A^(−1/2) { exp(i𝐤·𝐫)|−,𝐤⟩ + Σ b exp(i𝐤′·𝐫)|+,𝐤′⟩ },

b = −(U₀/2) M exp(νt) / [ħ(Ω − iν)],

where the sum runs over 𝐤′ = 𝐤 + 𝐪 and 𝐤′ = 𝐤 − 𝐪.

Admixtures of other lower-cone states have been left out. Those states are filled, and the first-order amplitude from filled state 1 to filled state 2 is minus the complex conjugate of the amplitude from 2 to 1. Such a mixing is an infinitesimal rotation among the filled states. It leaves the many-electron state, and hence the density, unchanged to first order.

*The density.* The first-order part of |ψ|² is twice the real part of the cross term. Since ⟨−,𝐤|+,𝐤′⟩ = M*, one electron contributes

−(U₀/A) exp(νt) Σ (|M|²/ħ) Re[ exp(±i𝐪·𝐫)/(Ω − iν) ].

Here 1/(Ω − iν) = (Ω + iν)/(Ω² + ν²), so that

Re[ exp(±i𝐪·𝐫)/(Ω − iν) ] = [Ω cos(𝐪·𝐫) ∓ ν sin(𝐪·𝐫)]/(Ω² + ν²).

Now sum over all filled 𝐤. Replacing 𝐤 by −𝐤 turns the terms with −𝐪 into those with +𝐪, without changing |M|² or Ω. The sine terms cancel and the cosine terms double. The sum over 𝐤 becomes A∫d²k/(2π)², and N species contribute equally:

δn = −U₀ cos(𝐪·𝐫) exp(νt) · (N/ħ) ∫ d²k/(2π)² |M|² 2Ω/(Ω² + ν²).

The factor in front is −U. Hence, with k′ = |𝐤 + 𝐪|,

Π(q,iν) = (N/ħ) ∫ d²k/(2π)² · (1 − cos θ)/2 · 2v(k + k′)/[v²(k + k′)² + ν²].

The integrand is positive, so electrons gather where their potential energy is low.

*Coordinates suited to the integral.* The integrand depends on the distances k and k′ of a point in the plane from two fixed points, 𝐤 = 0 and 𝐤 = −𝐪. This suggests elliptic coordinates with these points as foci. Put 𝐪 along x, shift the origin to the midpoint by 𝐩 = 𝐤 + 𝐪/2, and write

pₓ = (q/2) cosh μ cos η, pᵧ = (q/2) sinh μ sin η,

with 0 ≤ μ < ∞ and 0 ≤ η < 2π, which covers the plane once. The distance from the focus 𝐩 = 𝐪/2 follows from

k² = (q²/4)[(cosh μ cos η − 1)² + sinh²μ sin²η].

Writing sinh²μ sin²η = (cosh²μ − 1)(1 − cos²η) and expanding, the bracket becomes cosh²μ − 2 cosh μ cos η + cos²η, a perfect square. The other focus differs in the sign of the middle term. Thus

k = (q/2)(cosh μ − cos η), k′ = (q/2)(cosh μ + cos η),

k + k′ = q cosh μ, k′ − k = q cos η.

The area element contains the Jacobian determinant

(q²/4)(sinh²μ cos²η + cosh²μ sin²η) = (q²/4)(cosh²μ − cos²η) = kk′,

so d²k = kk′ dμ dη.

The squared overlap |M|² follows from the law of cosines, q² = k² + k′² − 2kk′ cos θ. Subtracting (k′ − k)² = k² + k′² − 2kk′ gives

q² − (k′ − k)² = 2kk′(1 − cos θ).

The left side is q²(1 − cos²η) = q² sin²η, and therefore

(1 − cos θ)/2 = q² sin²η/(4kk′).

The product kk′ cancels against the area element, and the integral separates:

Π = (N/ħ) · 1/(4π²) · (q²/4) · ∫₀^{2π} sin²η dη · ∫₀^∞ dμ 2vq cosh μ/(v²q² cosh²μ + ν²).

The first integral is π. In the second put s = sinh μ, so that ds = cosh μ dμ and cosh²μ = 1 + s²:

2vq ∫₀^∞ ds/[v²q²s² + (v²q² + ν²)] = 2vq · π/[2vq √(v²q² + ν²)] = π/√(v²q² + ν²).

This uses ∫₀^∞ ds/(a²s² + b²) = π/(2ab) for positive a and b. Collecting factors, (1/(4π²))·(1/4)·π·π = 1/16, and

Π(q,iν) = N q² / [16ħ √(v²q² + ν²)].

For the four species this is q²/[4ħ√(v²q² + ν²)].

No cutoff was needed. At large k the angle θ is of order q/k, so the squared overlap |M|² falls as 1/k². The energy factor falls as 1/k and the area element supplies k dk, leaving a convergent integral of dk/k². A real material has a cone over a limited energy range, and the formula applies when ħvq and ħν are small compared with that range.

**(b) Conductivity and absorption**

*From density to current.* Let Φ be the electric potential in the sheet, so that U = −eΦ. The induced charge density is

ρ = −e δn = eΠU = −e²ΠΦ.

For fields varying as exp(iqx + νt), charge conservation reads νρ + iqj = 0, which gives j = iνρ/q = −iνe²ΠΦ/q. The electric field is E = −iqΦ. The ratio j/E is the conductivity:

σ(q,iν) = νe²Π/q² = (Ne²/16ħ) · ν/√(v²q² + ν²).

*Real frequencies.* An oscillation exp(−iωt) with ω > 0, switched on slowly, corresponds to ν = −iω + 0, where +0 is a vanishingly small positive growth rate. The continuation is allowed because the integrand in (a) has a vanishing denominator only at ν = ±iΩ, so Π is analytic wherever ν has a positive real part. The square root keeps a positive real part there. Approaching the real-frequency axis, its argument is v²q² − ω² − i0, and there are two cases.

For ω < vq the root is real and σ is imaginary. The current is out of phase with the field and no energy is absorbed on average. The reason is kinematic: lifting an electron from 𝐤 to 𝐤 + 𝐪 in the upper cone costs ħv(k + k′), which by the triangle inequality is at least ħvq.

For ω > vq the root is −i√(ω² − v²q²), and

σ(q,ω) = (Ne²/16ħ) · ω/√(ω² − v²q²).

This is real and positive: the field creates electron–hole pairs.

*Normal incidence.* The field of the light is then uniform along the sheet, so q = 0 at fixed ω. Part (a) used a field parallel to 𝐪, whereas light is transverse, but at q = 0 there is no direction left in the isotropic sheet to tell the two apart. The result is

σ = Ne²/(16ħ) = e²/(4ħ).

Both v and ω have dropped out. Dimensions require this: at q = 0 no combination of ħ, v and ω is a pure number, so a conductivity proportional to e² can only be a number times e²/ħ.

*The field at the sheet.* Let the incident electric field have amplitude 1, the reflected r and the transmitted t (in this paragraph r and t are these amplitudes). The electric field along the sheet is continuous:

1 + r = t.

The magnetic field H jumps by the sheet current σt. In vacuum H equals ε₀c times the electric field for a wave moving forward, and minus that for a wave moving backward, so

ε₀c(1 − r) − ε₀c t = σt.

Define S = σ/(ε₀c) and insert r = t − 1:

2 − 2t = St, hence t = 1/(1 + S/2) and r = t − 1 = −(S/2)t.

The absorbed fraction is what is neither transmitted nor reflected:

A_abs = 1 − t² − r² = t²[(1 + S/2)² − 1 − S²/4] = S/(1 + S/2)².

With the fine-structure constant α = e²/(4πε₀ħc), we have e²/(ε₀ħc) = 4πα, and

S = e²/(4ħε₀c) = πα.

The absorbed fraction is therefore

A_abs = πα/(1 + πα/2)² = πα − (πα)² + …

To first order in α the absorption is πα. The denominator describes the weakening of the field at the sheet by the sheet's own radiation. The second-order term shown comes from this effect alone; interactions between the electrons, which could alter σ, are not included.

The result also requires empty final states. Light of frequency ω lifts electrons from −ħω/2 to +ħω/2. If doping fills the upper cone beyond ħω/2, these transitions are blocked at zero temperature. At a finite temperature T the result holds for k_BT ≪ ħω.

**(c) Static dielectric constant**

*Coulomb interaction in the plane.* A charge density ρ cos(qx) on the plane z = 0 produces a potential that obeys Laplace's equation on both sides and decays away from the sheet:

Φ = Φ₀ cos(qx) exp(−q|z|).

The slope in z jumps by −2qΦ₀ cos(qx) across the sheet. By Gauss's law the jump equals −ρ cos(qx)/ε₀, so Φ₀ = ρ/(2ε₀q). For ρ = −e δn the potential energy of an electron is −eΦ₀ = V(q) δn, with

V(q) = e²/(2ε₀q).

*Self-consistency.* The electrons respond to the total potential energy U, which is the external one plus that of the induced density:

U = U_ext + V δn = U_ext − VΠU.

The dielectric constant is the ratio of external to total potential:

ε = U_ext/U = 1 + V(q)Π.

This is the random-phase approximation. Each electron feels the average field of the induced charge, while Π itself is that of independent electrons.

*Static limit.* Setting ν = 0 at fixed q gives

Π(q,0) = Nq/(16ħv).

The factor q cancels the 1/q of the Coulomb interaction:

VΠ = Ne²/(32ε₀ħv).

Define the coupling of the sheet by putting v in place of c in the fine-structure constant,

α_g = e²/(4πε₀ħv) = αc/v.

Then e²/(ε₀ħv) = 4πα_g, so VΠ = Nπα_g/8, and for N = 4

ε = 1 + πα_g/2.

*Meaning.* Since ε does not depend on q, every Fourier component of an external potential is reduced by the same factor. A weak test charge in the plane keeps its 1/r potential there, divided by ε. This differs from a metal, whose mobile carriers screen a static charge completely at long distance. The contrast holds for the neutral sheet at zero temperature. Doping or a finite temperature T supplies mobile carriers, and the constant ε then applies only at wave numbers for which ħvq is large compared with k_BT and with the Fermi energy; at smaller q the sheet screens like a metal. To see where the screening charge sits, describe the test charge by the density X of electrons that would produce the same potential, U_ext = VX. Then

δn = −ΠU = −ΠVX/ε = −X(ε − 1)/ε.

The induced density has the same shape as X and the opposite sign. Within the ideal cone model, linear response and the random-phase approximation, a point charge is thus screened by a point charge on top of it, carrying the fraction 1 − 1/ε of its strength.

Parts (b) and (c) take the limits in opposite order. Light has q → 0 at fixed ω, and the sheet absorbs. Static screening has ω → 0 at fixed q, and the sheet only polarizes.

The difference ε − 1 = πα_g/2 is the leading term of an expansion in α_g. One neglected effect is exchange with the filled sea, which raises the speed at wave number q by a relative amount of about (α_g/4) ln(Λ/q), where Λ is the wave number at which the cone ends. Since Π(q,0) is proportional to 1/v, the result is reliable when both α_g and α_g ln(Λ/q) are small. For α_g of order one it remains the random-phase value, but the neglected interactions inside Π are not controlled by a small parameter.

**(d) Numbers**

*Light.* With α = 0.0072974 the conductivity is σ = e²/(4ħ) = 60.85 μS, and

S = πα = 3.14159 × 0.0072974 = 0.022925.

The first-order absorption is 2.29 percent, or 2.3 percent in round figures. The full thin-sheet expression gives

A_abs = 0.022925/(1.01146)² = 0.02241,

or 2.24 percent. The transmitted fraction is 97.75 percent and the reflected fraction 0.013 percent. The chosen speed v plays no part in these values.

*Screening.* The speed ratio is c/v = 299.79, so

α_g = 0.0072974 × 299.79 = 2.188.

With ħv = 0.6582 eV nm, the static polarization at q = 0.10 nm⁻¹ is

Π = 4 × 0.10/(16 × 0.6582) = 0.03798 eV⁻¹ nm⁻².

The Coulomb interaction at this wave number is V = 90.48 eV nm², and

VΠ = 90.48 × 0.03798 = 3.436.

The dielectric constant is therefore ε = 4.44, in agreement with 1 + π × 2.188/2. In linear response a static test charge is screened by the fraction 1 − 1/4.44 = 0.77. Linear response needs the screened coupling Zα_g/ε of a charge Ze to be small; for Z = 1 it is 2.188/4.44 = 0.49, so even one elementary charge is not weak at this speed. The value 4.44 is also a zero-temperature one: ħvq is 66 meV here, only about 2.5 times k_BT at 300 K, so it does not carry over to room temperature. Since α_g is about 2.2, this is a case in which ε should be read as the random-phase value of the model, not as a precise prediction. The first-order exchange estimate (α_g/4) ln(Λ/q), for example, is already 2.5 for Λ/q = 100, so the condition stated in part (c) is not met.

*Numerical check.* The numerical check evaluates the momentum integral for Π in part (a) with numerically computed eigenvectors and compares it with the closed formula. It obtains the static response separately, by diagonalizing the Hamiltonian in a weak cosine potential with two sizes of plane-wave basis and extrapolating to an infinite basis; the resulting dielectric constant is 4.4366, against 4.4364 from the formula. It also follows the Schrödinger equation through weak light pulses of two carrier frequencies. In units ħ = e = 1 the absorbed energy gives a conductivity of 0.06250 per species for both, which is the derived 1/16.

Computed values

```
TESTS (hbar = v = e = 1, one species)
loop integral/formula, q=1, nu=0:    1.00000000
loop integral/formula, q=1, nu=0.7:  1.00000000
loop integral/formula, q=1, nu=2:    1.00000000
same, nu=0.5-1.5i, |ratio-1|:        1.1e-16
static Pi from cosine potential:     0.06250
static Pi from formula:              0.06250
pulse conductivity, carrier 3:       0.06250
pulse conductivity, carrier 5:       0.06250
conductivity from formula:           0.06250
LIGHT AT NORMAL INCIDENCE (four species)
alpha:                               0.0072974
1/alpha:                             137.036
sheet conductivity:                  60.853 microsiemens
sigma/(eps0 c):                      0.022925
first-order absorption pi*alpha:     2.2925 percent
full thin-sheet absorption:          2.2409 percent
thin-slab absorption (numerical):    2.2409 percent
transmission:                        97.7463 percent
reflection:                          0.01284 percent
STATIC SCREENING (four species)
Dirac speed v:                       1.00e+06 m/s
wave number q:                       0.10 1/nm
c/v:                                 299.792
hbar v:                              0.65821 eV nm
alpha_g:                             2.1877
static Pi:                           0.037982 1/(eV nm^2)
Coulomb V(q):                        90.476 eV nm^2
product V Pi:                        3.4364
dielectric constant:                 4.4364
same from diagonalization:           4.4366
screened fraction of test charge:    0.7746
```
